# How Trap Energy Sets the Generation Current of a Depleted Photodiode

## Problem

A semiconductor layer of width $W$ contains traps of density $N_t$, all with one level at energy $E_t$. A trap exchanges electrons with the conduction band and holes with the valence band, with capture coefficients $c_n$ and $c_p$. The lifetimes are $\tau_n=1/(c_nN_t)$ and $\tau_p=1/(c_pN_t)$. The intrinsic level is $E_i$, the intrinsic density is $n_i$, and $x=(E_t-E_i)/kT$.

(a) Derive the steady-state net generation rate $G$ of electron-hole pairs per unit volume for free-carrier densities $n$ and $p$.

(b) Specialise to full depletion and $\tau_n=\tau_p=\tau$. By what factor does the generation current fall when the trap moves from $E_i$ to a level 0.1 eV away at 300 K, with $W$, $n_i$ and $\tau$ held fixed? Explain the factor through the emission times.

(c) How does the answer change if the lifetimes differ, or if the device runs at 350 K?

(d) A germanium-on-silicon p-i-n photodiode has these rough parameters: $W=0.5$ µm, area 100 µm², $n_i=2\times10^{13}$ cm⁻³, $\tau=5$ ns, $N_t=10^{15}$ cm⁻³, and doping $N=10^{18}$ cm⁻³ in both contacts. It is held at 300 K and 1 V reverse bias. Find the ideal generation current for both trap positions. Then estimate how carriers spilling in from the contacts, trap-assisted tunnelling and diffusion current change the factor.

## Solution

### (a) The generation rate

Let $f$ be the probability that a trap holds an electron. The net rates per trap at which electrons enter the conduction band and holes enter the valence band are

$$r_n=e_nf-c_nn(1-f),\qquad r_p=e_p(1-f)-c_pp f .$$

A filled trap can emit an electron or capture a hole. An empty trap can capture an electron or emit a hole, which means that it takes an electron from the valence band.

The emission rates $e_n$ and $e_p$ follow from equilibrium, where $r_n$ and $r_p$ must vanish separately. With Fermi level $E_F$ and non-degenerate bands,

$$\frac{1-f_0}{f_0}=e^{(E_t-E_F)/kT},\quad n_0=n_ie^{(E_F-E_i)/kT},\quad p_0=n_ie^{-(E_F-E_i)/kT}.$$

Here $E_t$ is the effective level, with any degeneracy factor of the trap absorbed in it. Setting $r_n=0$ and $r_p=0$ gives

$$e_n=c_nn_0\frac{1-f_0}{f_0}=c_nn_1,\qquad n_1=n_ie^{x},$$

$$e_p=c_pp_0\frac{f_0}{1-f_0}=c_pp_1,\qquad p_1=n_ie^{-x}.$$

The Fermi level has cancelled, and $n_1p_1=n_i^2$. These emission rates are now used away from equilibrium, on the assumption that the trap's rate coefficients do not depend on the carrier densities.

In steady state the trap charge is constant, so $r_n=r_p$. Collecting the terms in $f$ gives

$$f=\frac{c_nn+c_pp_1}{D},\qquad 1-f=\frac{c_nn_1+c_pp}{D},$$

$$D=c_n(n+n_1)+c_p(p+p_1).$$

Inserting these in $r_n=c_n[n_1f-n(1-f)]$,

$$r_n=\frac{c_n}{D}\left[c_nnn_1+c_pn_1p_1-c_nnn_1-c_pnp\right]=\frac{c_nc_p(n_i^2-np)}{D}.$$

Multiplying by $N_t$ and dividing numerator and denominator by $N_tc_nc_p$ gives the Shockley-Read-Hall rate, with generation counted positive:

$$G=\frac{n_i^2-np}{\tau_p(n+n_1)+\tau_n(p+p_1)}.$$

### (b) Full depletion with equal lifetimes

Full depletion requires two conditions: $np\ll n_i^2$, and $\tau_pn+\tau_np\ll\tau_pn_1+\tau_np_1$. Then

$$G=\frac{n_i^2}{\tau_pn_ie^x+\tau_nn_ie^{-x}}=\frac{n_i}{\tau_pe^x+\tau_ne^{-x}}.$$

For equal lifetimes, $e^x+e^{-x}=2\cosh x$, so

$$G=\frac{n_i}{2\tau\cosh x},\qquad J=qGW=\frac{qn_iW}{2\tau\cosh x}.$$

With $W$, $n_i$, $\tau$ and $T$ fixed, the current at $E_i$ exceeds the current at the shifted level by the factor $\cosh x$. At 300 K, $kT=0.025852$ eV, so $x=0.1/0.025852=3.868$ and

$$\cosh x=\frac{47.855+0.021}{2}=23.9 .$$

**The generation current falls about 24-fold.** Since $\cosh x$ is even, a shift down has the same effect as a shift up.

The factor can be read as a ratio of waiting times. In a depleted layer there is nothing to capture, so a trap emits an electron and a hole in turn. One pair takes a mean time $1/e_n+1/e_p$, and therefore

$$G=\frac{N_t}{1/e_n+1/e_p}.$$

For the parameters of part (d), $c_n=c_p=1/(\tau N_t)=2\times10^{-7}$ cm³/s. At $E_i$ both emission rates are $4.0\times10^6$ s⁻¹. Each emission takes 0.25 µs on average, and a pair takes 0.50 µs.

With the trap 0.1 eV higher, $e_n$ rises to $1.91\times10^8$ s⁻¹ but $e_p$ falls to $8.36\times10^4$ s⁻¹. The mean times are 0.005 µs and 11.96 µs, so a pair takes about 11.97 µs, which is 23.9 times longer. The trap is nearer the conduction band and releases electrons quickly, but it then waits for an electron from the valence band. It is filled for a fraction $4.4\times10^{-4}$ of the time, against one half at $E_i$.

This also explains why the factor is close to $e^x/2$ and not $e^x$. The slow step has become $e^x=48$ times slower, but at $E_i$ there were two equally slow steps.

### (c) Unequal lifetimes and a warmer device

For unequal lifetimes the depleted rate gives

$$\frac{G(0)}{G(x)}=\frac{\tau_pe^x+\tau_ne^{-x}}{\tau_p+\tau_n}.$$

Take $\tau_p=10\tau_n$. A shift of 0.1 eV up gives $(10\times47.855+0.021)/11=43.5$, while a shift down gives $(10\times0.0209+47.855)/11=4.4$. Equal lifetimes are therefore essential to the number 24.

The asymmetry arises because the generation maximum has moved. Setting the derivative of the denominator $\tau_pe^x+\tau_ne^{-x}$ to zero gives $e^{2x}=\tau_n/\tau_p$, so the maximum lies at $x=\tfrac12\ln(\tau_n/\tau_p)=-1.15$. A downward shift first passes through this maximum.

At 350 K, with equal lifetimes and the same 0.1 eV offset, $x$ is smaller by the ratio 300/350, and $\cosh x=13.8$. The intrinsic density rises with temperature, but it multiplies both currents and cancels from their ratio.

### (d) The photodiode

**Ideal currents.** At $E_i$,

$$G=\frac{2\times10^{13}}{2\times5\times10^{-9}}=2.0\times10^{21}\ \text{cm}^{-3}\,\text{s}^{-1},$$

$$J=(1.602\times10^{-19})(2.0\times10^{21})(0.5\times10^{-4})=16.0\ \text{mA/cm}^2 .$$

For the shifted trap, $J=16.02/23.94=0.669$ mA/cm². The area is $10^{-6}$ cm², so the currents are 16.0 nA and 0.67 nA.

**Carriers from the contacts.** Depletion fails near the doped layers. For equal doping $N$ on both sides, with both contacts taken as germanium, the built-in potential is $(2kT/q)\ln(N/n_i)=0.559$ V. The total drop is $\psi=1.559$ V and the mean field is $F=\psi/W=31.2$ kV/cm. Assume this field is uniform and that each majority carrier stays in Boltzmann equilibrium with its own contact. At distance $z$ from the p contact,

$$p=Ne^{-z/\lambda},\qquad n=Ne^{-(W-z)/\lambda},\qquad \lambda=\frac{WkT}{q\psi}=8.29\ \text{nm}.$$

The product $np=N^2e^{-W/\lambda}$ equals $n_i^2e^{-qV/kT}$ with $V=1$ V, and is negligible beside $n_i^2$. Writing $S=n_1+p_1=2n_i\cosh x$, the general rate is the depleted rate times $S/(S+n+p)$. In the half next to the p contact $n$ can be dropped, and the effective width of that half is

$$\int_0^{W/2}\frac{dz}{1+(N/S)e^{-z/\lambda}}=\lambda\ln\frac{e^{W/2\lambda}+N/S}{1+N/S}\simeq\frac W2-\lambda\ln\left(1+\frac NS\right).$$

The integral follows on multiplying numerator and denominator by $e^{z/\lambda}$. The last step uses $e^{W/2\lambda}\approx10^{13}\gg N/S$. The other half contributes equally, so

$$W_{\rm eff}=W-2\lambda\ln\left(1+\frac NS\right).$$

At $E_i$, $S=4\times10^{13}$ cm⁻³ and $N/S=25\,000$, which gives $W_{\rm eff}=332$ nm. For the shifted trap $S$ is 23.9 times larger, $N/S\approx1044$, and $W_{\rm eff}=385$ nm. The shifted trap tolerates more free carriers before its generation is suppressed, so more of the layer contributes. The currents become 10.6 and 0.515 mA/cm², and the factor falls to $23.9\times332/385\approx21$.

The uniform field is a rough assumption here. The charge in one tail, $qN\lambda$, would by itself produce a field $qN\lambda/\varepsilon\approx94$ kV/cm for $\varepsilon=16\varepsilon_0$, three times the mean field. The tails must therefore reshape the potential near the contacts, and the effective widths are estimates. Solving Poisson's equation with the same Boltzmann densities and abrupt contacts gives widths about 6% larger, 353 and 409 nm, with a field of 29 kV/cm in the middle of the layer and about 51 kV/cm at the contacts. The factor stays at 21.

**Trap-assisted tunnelling.** In a field, a carrier can be thermally excited part of the way to the band edge and tunnel through the rest. If the remaining barrier is $ykT$, the thermal factor is larger by $e^y$ than for full excitation. The tunnelling probability through the triangular barrier is roughly $\exp(-ay^{3/2})$. In the Hurkx model, summing over $y$ adds a fraction $\Gamma$ to the capture and emission rates:

$$\Gamma=\int_0^{\Delta E/kT}e^{\,y-ay^{3/2}}dy,\qquad a=\frac{4\sqrt{2m}\,(kT)^{3/2}}{3q\hbar F},$$

where $\Delta E$ is the trap's distance from the band edge. Take a rough mass $m=0.12\,m_e$ for both carriers, a gap of 0.66 eV, and $E_i$ at midgap. Numerical integration at the mean field gives $\Gamma=0.59$ for both trap positions and both carriers.

The depth hardly matters because the integrand has died out long before the upper limit. Here $a\approx3.2$, and even the shallowest case, $\Delta E=0.23$ eV, has its limit at $y\approx8.9$, where the exponent is about $-75$. With one mass for both carriers, all lifetimes are thus divided by the same 1.59. The currents rise to 16.9 and 0.82 mA/cm², and their ratio stays at 21.

Two limits apply. With the electron mass unchanged and a hole mass of 0.043 or 0.33 $m_e$, the ratio for the upward shift would be 18.5 or 22, because hole emission limits the shifted trap. The exponential tunnelling formula is also rough for the thin barriers that matter most here. Replacing it by the squared Airy function, normalised to one at zero barrier, lowers $\Gamma$ to 0.40 but leaves the ratio at 21 for equal masses.

**Diffusion current.** Minority carriers from the doped layers are also collected. Let each layer be $d=100$ nm thick, with minority diffusivity 20 cm²/s, negligible recombination inside, and an ideal ohmic contact on its far face. Take the minority density to fall from $n_i^2/N$ at that face to zero at the depleted layer. The two sides together then give

$$J_{\rm diff}=\frac{2qn_i^2D_{\rm m}}{Nd}=0.256\ \text{mA/cm}^2,$$

with $D_{\rm m}$ the diffusivity. The zero at the edge is an idealisation, because carriers are swept away at a finite speed. With a saturated drift velocity of about $6\times10^6$ cm/s, against $D_{\rm m}/d=2\times10^6$ cm/s, the diffusion current would be about a quarter smaller and the final factor below would be 17 instead of 16. Gap narrowing in the doped layers is also neglected. An assumed narrowing of 20 meV would raise the diffusion current to 0.56 mA/cm² and lower the final factor to 13. Both doped layers are taken as germanium. If one is silicon, its much smaller $n_i^2$ makes its share negligible, and with the other quantities unchanged the final factor would be about 18. In this estimate the diffusion current does not depend on the trap. It is a small part of the larger dark current but a quarter of the smaller one:

$$\frac{16.94+0.26}{0.82+0.26}\approx16 .$$

The generation current still falls about 21-fold in this model, while the total dark current falls about 16-fold.

The model leaves out the Poole-Frenkel effect. A level with one neutral charge state is left charged when it emits one of the two carriers (an electron for a donor, a hole for an acceptor), so the effect always acts on one of them. The charged trap attracts that carrier, and the field lowers the resulting Coulomb barrier by up to $\sqrt{qF/(\pi\varepsilon)}$ (in volts), which is 0.034 V at the mean field. Averaged over emission directions, this makes the rate coefficients for that carrier about 1.7 times larger. For the upward shift, the generation factor would then be about 26 if electrons are the carriers aided, and about 15 if holes are, when this enhancement multiplies the tunnelling factor $1+\Gamma$. If the two enhancements add instead, the values are about 24 and 17.

**Effects that remain small.**

- *Impact ionisation.* With the rough law $\alpha=A\exp(-B/F)$, $A=10^7$ cm⁻¹ and $B=1.3\times10^6$ V/cm, $\alpha W$ is of order $10^{-16}$ at the mean field, and still below $10^{-3}$ at 94 kV/cm. The law is extrapolated far down in field, so this shows only that the effect is negligible.
- *Band-to-band tunnelling.* A triangular barrier of 0.66 eV and a mass of $0.02\,m_e$ give a tunnelling exponent of about 166 at the mean field and about 55 at 94 kV/cm, so it is negligible here.
- *Trap charge.* If every trap carried one charge of the same sign, the available drop could still deplete $\sqrt{2\varepsilon\psi/(qN_t)}=1.66$ µm, more than the 0.5 µm present. The field would vary by 5.7 kV/cm across the layer, about 18% of its mean, which is a modest correction.

**Comparison with real devices.** A dark current density of order 10 mA/cm² at 1 V is a rough typical size for germanium grown on silicon, so the example with the trap at $E_i$ lies in a realistic range. Besides the uniform field, the assumption of a single level with equal lifetimes is open to doubt. Defects such as dislocations can introduce several levels, and part (c) shows that a tenfold lifetime ratio alone changes the local factor to 4.4 or 43.5, depending on the direction of the shift.

Leakage along the side walls adds a further current that need not follow the bulk trap. If it were 1 mA/cm², an assumed value, the total would fall by $(17.20+1)/(1.08+1)\approx9$. To infer a trap shift from a measured drop in dark current, one must therefore separate the other contributions and know the lifetimes and the starting level. Even then a given drop generally fits two trap levels, one on each side of the generation maximum, so further evidence is needed to choose between them.

Numerical values quoted here were computed with a short program.
